# Why large-mismatch hops between donors are slower than Boltzmann predicts

**Question.** An electron hops between two shallow donors whose levels differ by an energy $\Delta$, and an acoustic phonon supplies the difference. At low temperature few phonons of energy $\Delta$ are present, which gives the Boltzmann factor. Why does the rate fall faster than this factor when $\Delta$ is large, and how short must the phonon wave be, compared with the donor radius, for the extra suppression to appear?

**Answer.**

## The mechanism

An acoustic phonon of wavenumber $q$ has energy $\hbar s q$, where $s$ is the sound speed. Energy conservation in a one-phonon hop fixes

$$q=\frac{\Delta}{\hbar s},\qquad \lambda=\frac{2\pi\hbar s}{\Delta}.$$

A larger mismatch therefore demands a shorter wave. The electron responds to the strain averaged over its charge cloud. A long wave strains the whole cloud alike. A short wave compresses one part of it and dilates another, and the energy shifts of the two parts cancel. The phonon may be present, with the right energy, and still couple weakly.

This cancellation has nothing to do with temperature. It weakens phonon emission in the downward hop as much as absorption in the upward one.

## The states and the coupling

Let donor $i$ sit at the origin with level $-\Delta/2$ and donor $j$ at $\mathbf R$ with level $+\Delta/2$. Each has the isotropic orbital $\varphi(r)=e^{-r/a}/\sqrt{\pi a^3}$, and $R\gg a$. The transfer matrix element is $-t$, with $t\ll\Delta$. First-order perturbation theory gives the lower and upper states

$$\psi_L=\varphi_i+\frac t\Delta\varphi_j,\qquad \psi_U=\varphi_j-\frac t\Delta\varphi_i .$$

The coefficient in $\psi_L$ is $-t/(-\Delta)$, and that in $\psi_U$ is $-t/\Delta$, which explains the signs.

The phonon acts through an isotropic deformation potential $E_1\nabla\!\cdot\mathbf u$. In a crystal of volume $V$ and density $\rho$, the longitudinal displacement amplitude per phonon is $\sqrt{\hbar/(2\rho V sq)}$. The divergence supplies a factor $q$, so the squared coupling for absorption is

$$E_1^2q^2\,\frac{\hbar}{2\rho Vsq}\,n\,|M|^2=\frac{E_1^2\hbar q}{2\rho Vs}\,n\,|M|^2,\qquad M=\langle\psi_U|e^{i\mathbf q\cdot\mathbf r}|\psi_L\rangle .$$

Here $n=1/(e^{\Delta/kT}-1)$ is the phonon occupation.

Define $F(q)=\int\varphi^2e^{i\mathbf q\cdot\mathbf r}d^3r$. The same integral for donor $j$ is $e^{i\mathbf q\cdot\mathbf R}F$. Keeping first order in $t/\Delta$, and for now dropping the direct term $\langle\varphi_j|e^{i\mathbf q\cdot\mathbf r}|\varphi_i\rangle$ and the overlap of the orbitals, we find

$$M=\frac t\Delta F(q)\left(e^{i\mathbf q\cdot\mathbf R}-1\right).$$

The bracket vanishes for $q\to0$: a strain that shifts both levels equally cannot move the electron between them. The factor $F$ describes the averaging within each cloud.

## The 1s form factor

The angular integral of $e^{i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$. With $\alpha=2/a$,

$$F=\frac{4}{a^3q}\int_0^\infty re^{-\alpha r}\sin(qr)\,dr .$$

Since $\int_0^\infty e^{-\alpha r}\sin(qr)\,dr=q/(\alpha^2+q^2)$, minus its derivative with respect to $\alpha$ gives the integral with the extra $r$, namely $2\alpha q/(\alpha^2+q^2)^2$. Therefore

$$F=\frac{8\alpha}{a^3(\alpha^2+q^2)^2}=\frac{1}{(1+x^2)^2},\qquad x=\frac{qa}{2}.$$

The rate contains $F^2=(1+x^2)^{-4}$. This answers the question about the wavelength:

- $F^2=1/2$ when $x^2=2^{1/4}-1$, or $\lambda\approx7.2\,a$.
- $F^2=1/16$ when $x=1$, or $\lambda=\pi a$.
- $F^2\approx7\times10^{-5}$ when $\lambda=a$.

The suppression is thus already severe before the wavelength falls to the donor radius. The natural scale is $qa=2$, because the density decays as $e^{-2r/a}$, twice as fast as the orbital.

For $x\gg1$, $F\to16/(qa)^4$. This power law comes from the cusp of the density $\nu(r)=\varphi^2$ at the nucleus. To see this, set $g(r)=r\nu(r)$ and integrate twice by parts. Because $g(0)=0$ and $g$ vanishes at infinity,

$$F=\frac{4\pi}{q}\int_0^\infty g\sin(qr)\,dr=-\frac{4\pi}{q^3}\int_0^\infty g''\sin(qr)\,dr .$$

The last integral tends to $g''(0)/q=2\nu'(0)/q$. With $\nu'(0)=-2/(\pi a^4)$, this gives $16/(qa)^4$. A cloud without a cusp has no such term. A Gaussian cloud with the same mean-square radius, $3a^2$, has $F^2=e^{-q^2a^2}$ and couples far more weakly to short waves.

## The rate

The golden rule sums over phonons:

$$\Gamma_\uparrow=\frac{2\pi}{\hbar}\sum_{\mathbf q}\frac{E_1^2\hbar q}{2\rho Vs}\,n\,|M|^2\,\delta(\hbar sq-\Delta).$$

First average over the direction of $\mathbf q$. We have $|e^{i\mathbf q\cdot\mathbf R}-1|^2=2-2\cos(\mathbf q\cdot\mathbf R)$, and the average of the cosine is $\frac12\int_{-1}^1\cos(qR\mu)\,d\mu=\sin(qR)/(qR)$. Next replace the sum by $\frac{V}{2\pi^2}\int q^2dq$. The delta function contributes $1/(\hbar s)$. Thus

$$\Gamma_\uparrow=\frac{2\pi}{\hbar}\,\frac{V}{2\pi^2}\,\frac{q^2}{\hbar s}\,\frac{E_1^2\hbar q}{2\rho Vs}\,\frac{t^2}{\Delta^2}\,2\left[1-\frac{\sin qR}{qR}\right]F^2n .$$

The numerical factors combine to $1/\pi$, leaving $E_1^2t^2q^3/(\pi\rho\hbar s^2\Delta^2)$ in front. With $q^3=\Delta^3/(\hbar s)^3$,

$$\boxed{\Gamma_\uparrow=\frac{E_1^2t^2\Delta}{\pi\rho\hbar^4s^5}\left[1-\frac{\sin qR}{qR}\right]\frac{n(\Delta)}{\left[1+(\Delta a/2\hbar s)^2\right]^4}}$$

The downward rate $\Gamma_\downarrow$ has $n+1$ in place of $n$. Hence $\Gamma_\uparrow/\Gamma_\downarrow=n/(n+1)=e^{-\Delta/kT}$. The form factor cancels from this ratio, so detailed balance holds although both rates are suppressed.

## What each limit looks like

**Long waves, $qR\ll1$.** The square bracket becomes $(qR)^2/6$. At fixed $t$, the rate without its thermal factor grows as $\Delta^3$. Here the small strain difference between the donors limits the hop, and $F\approx1$. The formula still requires $\Delta\gg t$.

**Waves short compared with $R$, $qR\gg1$.** The square bracket is close to one, and the rate without its thermal factor varies as $\Delta F^2\propto x(1+x^2)^{-4}$. Setting the logarithmic derivative to zero,

$$\frac1x-\frac{8x}{1+x^2}=0\quad\Rightarrow\quad x=\frac1{\sqrt7}.$$

This is the maximum of the smooth envelope. The square bracket adds a ripple: for the silicon-like pair below, the formula has maxima at 1.5 and 3.0 meV with a shallow minimum at 2.3 meV. Beyond the second maximum a larger mismatch slows even spontaneous emission. For $x\gg1$ the decrease in this formula approaches $\Delta^{-7}$: one power up from the prefactor and eight down from $F^2$.

**Comparison with Boltzmann.** Since $\ln F^2=-4\ln(1+x^2)$ and $x\propto\Delta$,

$$-\frac{d\ln F^2}{d\Delta}=\frac{8}{\Delta}\,\frac{x^2}{1+x^2}.$$

The Boltzmann factor has the constant slope $1/kT$. Writing $\Delta_a=2\hbar s/a$ for the mismatch at $x=1$, the slope of the form factor is $(8/\Delta_a)\,x/(1+x^2)$, which is largest at $x=1$, where it equals $4/\Delta_a$. The form factor can therefore be locally steeper than the Boltzmann factor if $kT>\Delta_a/4$. At large enough $\Delta$ the exponential is always the steeper of the two.

## The transfer energy

The suppression does not depend on $t$, but an absolute rate does. Let $e^2$ stand for the squared charge divided by $4\pi\epsilon_0$, and let $\kappa$ be the relative permittivity. For two equal donors with one electron, $\varphi_i$ solves its own donor problem with energy $E$, so $H\varphi_i=(E-e^2/\kappa r_j)\varphi_i$. With overlap $S$,

$$H_{ii}=E-C,\qquad H_{ij}=ES-K,$$

where $C=\int\varphi_i^2\,e^2/(\kappa r_j)$ and $K=\int\varphi_i\varphi_j\,e^2/(\kappa r_j)$. Orthogonalizing the orbitals to first order in $S$ changes the off-diagonal element to $H_{ij}-SH_{ii}=-(K-SC)$. Hence, with undistorted orbitals, $t=K-SC$. At $R=10a$ this estimate is about 12% below half the exact level splitting.

For the integrals, measure lengths in $a$ and use $\xi=(r_i+r_j)/R$ and $\eta=(r_i-r_j)/R$. The volume element is $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$, and $\varphi_i\varphi_j=e^{-R\xi}/\pi$. Then

$$S=\frac{R^3}{2}\int_1^\infty\!\left(\xi^2-\tfrac13\right)e^{-R\xi}d\xi=\left(1+R+\tfrac{R^2}{3}\right)e^{-R}.$$

In $K$, the factor $1/r_j=2/[R(\xi-\eta)]$ cancels $\xi-\eta$ from the volume element. In units of $e^2/\kappa a$,

$$K=R^2\int_1^\infty\xi e^{-R\xi}d\xi=(1+R)e^{-R}.$$

Seen from distance $R$, the spherical cloud acts as a point charge apart from terms of order $e^{-2R}$, so $C\approx1/R$. Restoring $a$,

$$t=\frac{e^2}{\kappa a}\left(\frac{2R}{3a}-\frac aR\right)e^{-R/a}.$$

## The numbers for silicon-like donors

Take rough typical values for shallow donors in silicon: $a=2$ nm, $s=9$ km/s, $\rho=2330$ kg/m³, $\kappa=11.7$ and $E_1=5$ eV. Let $R=20$ nm and $T=10$ K, so $kT=0.862$ meV. With $e^2/\kappa a=61.5$ meV,

$$t=61.5\ \text{meV}\times(6.667-0.100)\,e^{-10}=0.0183\ \text{meV}.$$

The scale $2\hbar s/a$ is 5.92 meV. For $\Delta=8$ meV,

$$x=\frac{8}{5.92}=1.35,\qquad \frac1{F^2}=(1+1.35^2)^4\approx64 .$$

The wavelength is 4.65 nm, or $2.3a$, still longer than the donor radius. The prefactor, including the square bracket, is $1.28\times10^8$ s⁻¹, and $n=9.3\times10^{-5}$. Thus

$$\Gamma_\uparrow=1.28\times10^8\times9.3\times10^{-5}\times0.0157\approx190\ \text{s}^{-1}.$$

With $F=1$ it would be $1.2\times10^4$ s⁻¹. Holding the pair and temperature fixed while $\Delta$ changes, the boxed formula gives the values below. The last section explains why it underestimates the rate at 8 meV.

| $\Delta$ (meV) | $F^2$ | $\Gamma_\uparrow$ (s⁻¹) | $\Gamma_\downarrow$ (s⁻¹) |
|---:|---:|---:|---:|
| 1 | 0.89 | $7.2\times10^6$ | $2.3\times10^7$ |
| 2 | 0.65 | $2.2\times10^6$ | $2.2\times10^7$ |
| 4 | 0.22 | $1.4\times10^5$ | $1.4\times10^7$ |
| 8 | 0.016 | $1.9\times10^2$ | $2.0\times10^6$ |

From 1 to 8 meV the upward rate drops by a factor of about 39,000. With $F=1$ the drop would be about 680. The last column shows that the Boltzmann factor is not the only cause: a downward hop pays no Boltzmann penalty, yet it slows by a factor of eleven. A factor 1.46 of this is the fall of $n+1$. Spontaneous emission alone slows by 7.9 in the formula, and by about 3 with the exact two-donor states of the last section.

At 8 meV the form factor adds a logarithmic slope of 0.65 per meV to the Boltzmann slope of 1.16 per meV. Reading the combined slope as purely thermal would give too low a temperature. The power-law tail is not yet reached at $qa=2.7$, but the shape of the cloud already matters: the Gaussian cloud has $F^2=7\times10^{-4}$ instead of 0.016.

As a test of the derivation, the golden-rule sum was also carried out mode by mode in a periodic box, with the $2\times2$ donor Hamiltonian diagonalized numerically and a form factor integrated from the density. Its ratio to the formula was 1.010, 1.000 and 1.005 at 0.5, 2 and 8 meV. The remaining values are in the numerical output.

## How far this carries over to real silicon

The chosen separation corresponds to about $3\times10^{16}$ donors per cm³, a lightly doped, insulating case. The Coulomb energy of a charge at distance $R$ is $e^2/\kappa R=6.2$ meV, but only the difference between the two donors counts. A charge at $R$ from one donor and $2R$ from the other contributes 3.1 meV, so mismatches of several meV need closer charges or more than one. The model binding energy is 31 meV, whereas phosphorus in silicon binds its electron by roughly 45 meV. The real cloud is therefore more compact near its centre, and the suppression is sensitive to the radius: at 8 meV, $F^2$ is 0.027 for $a=1.8$ nm and 0.009 for 2.2 nm. A 45 meV binding at the model's mass implies a decay length of about 1.65 nm, for which $F^2\approx0.039$.

The two-orbital description is itself a limit. Each state has a weak tail on the other donor, and that donor's attraction distorts the tail. The distortion matters most when $F$ is small. Take the exact one-electron states of two equal donors, at $R=10a$, with the mismatch supplied by a smooth outside potential that is odd about the midpoint (a uniform field or a smooth step), and set $t$ in the formula to half the exact splitting at zero mismatch. The rate is then higher than the formula by factors of about 1.06, 1.3 and 2.7 at 2, 4 and 8 meV. The suppression at 8 meV is then about 24 instead of 64. The distortion grows with separation: at $R=14a$ the 8 meV factor is about 4.8 and the suppression about 13. A nearby charge also has a part even about the midpoint, which changes $t$ itself. The factors above hold for it only if $t$ includes that change.

The other corrections, estimated at 8 meV relative to the model rate, are smaller:

- **Direct overlap** of the undistorted orbitals, already contained in the exact result above, adds 19%. With the origin midway between the donors, the main matrix element is imaginary and this correction is real, so their squares add. Its non-orthogonality part has relative size of about $(S\Delta/2t)^2$, which is small if $\Delta\ll2t/S\approx18$ meV.
- **Anisotropic mass**, with valley-dependent strain coupling, multiplies the longitudinal rate by 1.27 for radii of 2.5 and 1.4 nm, $\Xi_d=2$ eV and $\Xi_u=9$ eV. The factor depends on this uncertain split: it is about 1.07 for $\Xi_d=5$, $\Xi_u=9$ eV and about 1.4 for $\Xi_d=1.1$, $\Xi_u=10.5$ eV. Transverse phonons add 3%.
- **Multiphonon hops** change the rate by a net 5%. Two-phonon processes add 8%, but the one-phonon part is itself reduced when strain coupling on the donors is kept beyond lowest order.
- **Phonon dispersion**, modelled by a sine branch, lowers $F^2$ by 3%. The coupling and density of states rise slightly, so the whole rate changes by only about 1%.

A further limit comes from silicon's six conduction valleys. The donor density also oscillates at the wavevectors that separate valleys, so the form factor can revive when $q$ approaches one of them. For opposite valleys the reduced wavevector is about 3.5 nm⁻¹, which corresponds to about 12 meV for transverse and 21 meV for longitudinal phonons under linear dispersion. A rough estimate, assuming unit Bloch overlap and the same $E_1$, puts the transverse addition at 8 meV at the order of 10%. Interference with the main form factor can change the longitudinal rate by a similar amount. The single-envelope formula should not be extrapolated into that higher range.

Valley interference also changes $t$, and $E_1$ is uncertain, so the absolute rates are model estimates. Nor is a pair rate a sample's conductivity, which depends on many pairs and on which donors are empty. The firmer result is the relative one: for one pair at fixed $t$, averaging over the charge cloud strongly slows an 8 meV hop, by a factor of about 64 in the two-orbital formula and about 24 with the exact states of the two-donor model at $R=10a$, and less for wider pairs.

## Values computed for the example and the checks

```
donor radius a = 2.0 nm, separation R = 20.0 nm
density of donors 3/(4 pi R^3) = 2.98e+16 cm^-3
temperature = 10 K, kT = 0.8617 meV
sound speed: long. 9.0, transv. 5.4 km/s
mass density = 2330 kg/m^3, permittivity = 11.7
deformation potential E1 = 5.0 eV
e^2/(kappa a) = 61.54 meV, binding = 30.77 meV
Coulomb energy e^2/(kappa R) = 6.15 meV
transfer t = 0.01835 meV, by quadrature 0.01835 meV
overlap S = 2.013e-03
mismatch at q a = 2: 5.924 meV
F^2 = 1/2 at q a = 0.8700, wavelength/a = 7.222
F^2 at wavelength pi a = 0.0625
F^2 at wavelength a = 7.164e-05
peak of D F^2: q a/2 = 0.3780, D = 2.239 meV
tail power of F^2 (q a from 20 to 40) = -7.957
box sum / formula at 0.5 meV = 1.0104
box sum / formula at 2.0 meV = 1.0003
box sum / formula at 8.0 meV = 1.0052
table: D meV | q 1/nm | wavelength nm | F^2 | n
  1 | 0.1688 | 37.221 | 0.89370 | 4.5633e-01
  2 | 0.3376 | 18.611 | 0.64936 | 1.0887e-01
  4 | 0.6752 | 9.305 | 0.22255 | 9.7341e-03
  8 | 1.3505 | 4.653 | 0.01573 | 9.2943e-05
table: D meV | up rate if F=1 | up rate | down rate, all 1/s
  1 | 8.105e+06 | 7.243e+06 | 2.312e+07
  2 | 3.376e+06 | 2.192e+06 | 2.233e+07
  4 | 6.084e+05 | 1.354e+05 | 1.404e+07
  8 | 1.192e+04 | 1.875e+02 | 2.017e+06
at 8 meV: q a = 2.7009, wavelength/a = 2.326
at 8 meV: suppression 1/F^2 = 63.6
at 8 meV: extra slope 0.6459, 1/kT 1.1605 per meV
at 8 meV: F^2 of Gaussian cloud, same rms radius = 6.789e-04
neglected effects at 8 meV, relative to the model rate:
  direct overlap term, added fraction = 0.192
  anisotropic cloud (2.5, 1.4 nm), LA rate ratio = 1.271
  transverse phonons (Xi_u 9 eV), added = 0.028
  two-phonon hops, added fraction = 0.084
  all phonon orders, rate ratio = 1.046
  sine dispersion, ratio of F^2 = 0.971
  F^2 for a = 1.8 nm: 0.02655, 2.2 nm: 0.00946
  intervalley estimate, added: LA 0.0011, TA 0.0941
intervalley q = 3.471 1/nm; linear energies LA 20.6, TA 12.3 meV
ionization Boltzmann factor = 3.11e-16
```
